Why Average Thickness Does Not Fix Tunnelling Leakage in a Rough Dielectric

**Two films with the same average**

Take a smooth dielectric film 2.00 nm thick between two metal electrodes. Beside it put a film with two thicknesses: 99 % of its area is 2.0101 nm thick, and the remaining 1 % consists of thin spots of 2.00 − 0.995 = 1.005 nm. Its average thickness is

0.99 × 2.0101 nm + 0.01 × 1.005 nm = 2.00 nm,

the same as that of the smooth film. If average thickness determined the tunnelling leakage, the two films would leak equally. To see whether they do, we need the conductance of a uniform film as a function of its thickness t.

**Conductance of a uniform film**

Let the barrier be rectangular, with its top an energy φ above the Fermi energy E_F, and let the effective mass m be the same in electrodes and barrier. Tunnelling is coherent and elastic, the temperature is zero and the bias is small. For motion across the film with energy E, the wave numbers are

k = √(2mE)/ħ in the electrodes, q = √(2m(E_F + φ − E))/ħ in the barrier.

Write the wave as e^(ikx) + r e^(−ikx) for x < 0 and as τ e^(ik(x−t)) for x > t. In the barrier, continuity of ψ and ψ′ at x = t requires

ψ = τ [cosh q(x−t) + i(k/q) sinh q(x−t)].

At x = 0 this gives

ψ(0) = τ [cosh qt − i(k/q) sinh qt],
ψ′(0) = τ [ik cosh qt − q sinh qt].

On the left side, ψ(0) = 1 + r and ψ′(0) = ik(1 − r), so ψ(0) + ψ′(0)/(ik) = 2. Since −q/(ik) = iq/k,

1/τ = cosh qt + (i/2)(q/k − k/q) sinh qt.

Take the squared modulus, and use cosh² = 1 + sinh² and 1 + ¼(q/k − k/q)² = ¼(q/k + k/q)². The transmission T = |τ|² is then

T(E) = 1 / [1 + (k² + q²)² sinh²(qt) / (4k²q²)].

A single transverse mode carries the current 2e ∫ (dk/2π) v T, where the 2 counts spin and v is the velocity. Because v dk = dE/ħ, a small voltage V opens a window eV and gives the conductance (2e²/h)T. The number of transverse modes per area is k∥dk∥/(2π). With equal masses, a mode at the Fermi energy has E = E_F − ħ²k∥²/(2m) left for crossing the film, so k∥dk∥ = (m/ħ²)|dE|. The conductance per area is therefore

G(t) = (2e²/h) (m/2πħ²) ∫₀^(E_F) T(E) dE.

For a thick barrier, sinh²(qt) ≈ e^(2qt)/4, and T ≈ 16k²q²/(k² + q²)² · e^(−2qt). Only energies close to E_F then matter. Put E = E_F − w. From q² = 2m(φ + w)/ħ² follows dq/dw = m/(ħ²q), so T falls as exp[−2tmw/(ħ²q)], and the integral is T(E_F) ħ²q/(2mt). To leading order,

G(t) ≈ (e²/h) q T(E_F)/(2πt) ∝ e^(−2qt)/t,

with q now taken at the Fermi energy.

The model parameters are round: φ = 2 eV, E_F = 3 eV and m equal to half the electron mass. They give q = 5.123 nm⁻¹. At 2 nm the full integral gives 8.17 S/cm², and the leading-order formula 7.64 S/cm², about 6 % below the full value.

**The counter-example completed**

Wide patches of different thickness conduct in parallel, so their conductances are averaged by area. Relative to the smooth film, the thin spots contribute

0.01 × (2.00/1.005) × exp(2 × 5.123 × 0.995) ≈ 0.01 × 1.99 × 2.68 × 10⁴ ≈ 530.

The other 99 % of the area contributes about 0.9. The full conductance integral gives a total ratio of 548. The film with the same average thickness leaks more than five hundred times as much, and nearly all of its current passes through one hundredth of its area.

Now reverse the deviations: make 1 % of the area 0.995 nm thicker than the mean, and the rest 0.0101 nm thinner. The mean is again 2.00 nm, and the standard deviation is 0.10 nm in both two-level films. This film leaks only 1.10 times as much as the smooth one. Mean and standard deviation together are therefore still not enough: it matters on which side of the mean the rare deviations lie.

**The correct general statement**

Let the thickness have the distribution p(t) with mean t₀ and standard deviation s, and let it vary slowly along the film. Then

⟨G⟩ = ∫ p(t) G(t) dt.

Define the decay rate b = −d ln G/dt at t₀. The thick-barrier form gives

b ≈ 2q + 1/t₀ = 10.246 + 0.500 = 10.746 nm⁻¹,

and the full integral gives 10.771 nm⁻¹. Near t₀, with u = t − t₀, we may write G ≈ G(t₀)e^(−bu). In this exponential approximation:

1. Thickness variation never lowers the leakage at fixed mean: ⟨G⟩ ≥ G(t₀).
2. For a Gaussian distribution, ⟨G⟩ = G(t₀) exp(b²s²/2).
3. In the Gaussian case, half the current flows through the thinnest area fraction Φ(−bs), where Φ is the cumulative normal distribution.

Thin spots thus dominate a Gaussian film when bs is about 1 or larger. When bs ≪ 1, the mean thickness of a Gaussian film is an adequate guide to its leakage; for other distributions a small s alone does not guarantee this, because rare, very thin spots can still dominate.

**Proof**

For the first part, e^x ≥ 1 + x for every real x. Setting x = −bu and averaging gives ⟨e^(−bu)⟩ ≥ 1 − b⟨u⟩ = 1, because ⟨u⟩ = 0.

For the second part, multiply the Gaussian by the exponential and complete the square in the exponent:

−u²/(2s²) − bu = −(u + bs²)²/(2s²) + b²s²/2.

The last term does not depend on u and comes out of the integral as the factor exp(b²s²/2). What remains is a normalized Gaussian, which proves the result.

The same line shows where the current flows. The current is distributed over thickness as a Gaussian of unchanged width s, centred at

t* = t₀ − bs².

The thinnest area fraction a lies below the thickness t₀ + sΦ⁻¹(a). Measured from t* in units of s, this limit is Φ⁻¹(a) + bs, so the fraction a carries the share

Φ(bs + Φ⁻¹(a))

of the current. The share is one half when Φ⁻¹(a) = −bs, which is the third part.

A smooth film with the same leakage has a thickness t_eq satisfying exp[−b(t_eq − t₀)] = exp(b²s²/2). Hence

t_eq = t₀ − bs²/2.

The Gaussian formally includes negative thicknesses. This is harmless if t* lies many standard deviations above zero. If it does not, the exponential law fails where the current is supposed to flow, and the formulas must not be used.

**A Gaussian film in numbers**

Let t₀ = 2.00 nm and s = 0.20 nm. Then bs = 10.77 × 0.20 = 2.15, and the predicted enhancement is exp(2.154²/2) = 10.2. Averaging the full G(t) gives 10.6, raising the conductance from 8.17 to 86.3 S/cm². The closed law is slightly low for a reason visible in the thick-barrier form: ln G = −2qt − ln t + constant is convex, so it lies above the tangent line that the exponential approximation puts in its place.

The current is centred at t* = 2.00 − 10.77 × 0.04 = 1.57 nm, nearly eight standard deviations above zero. Half of it uses about 1.5 % of the area, and the thinnest 5 % of the area carries about 70 %.

The leakage-equivalent thickness is 1.78 nm. A rough film can therefore be thicker on average and still leak more. Raise its mean by Δ at fixed s: its leakage relative to the smooth 2.0 nm film becomes exp(b²s²/2 − bΔ), which exceeds 1 as long as Δ < bs²/2 ≈ 0.22 nm. For Δ = 0.1 nm the formula gives exp(2.32 − 1.08) ≈ 3.5. The full average gives 29.0 S/cm², or 3.55 times the smooth film.

The opposite limit matters as well. For s = 0.02 nm, bs = 0.22 and the leakage rises by only 2.4 %. At s = 0.10 nm, bs = 1.08, the enhancement is 1.79, and half the current uses 14 % of the area.

**Why a capacitance measurement gives no warning**

For slow thickness variation the capacitance per area is proportional to ⟨1/t⟩. Expanding to second order in u,

1/t ≈ (1/t₀)(1 − u/t₀ + u²/t₀²), so ⟨1/t⟩ ≈ (1/t₀)(1 + s²/t₀²).

The capacitance-equivalent thickness is thus about t₀(1 − s²/t₀²) = 2.00 × (1 − 0.01) = 1.98 nm. The roughness that multiplies the leakage by more than ten shifts this thickness by 1 %. Capacitance weights thin places by a power of t, tunnelling by an exponential.

**Surface roughness is not thickness variation**

The quantity s describes the distance between the two interfaces. If their heights have standard deviations s₁ and s₂ and correlation coefficient r, the variance of their difference is

s² = s₁² + s₂² − 2r s₁s₂.

This holds for small slopes, where vertical distance may serve as thickness. Let both interfaces have a roughness of 0.15 nm. If they are uncorrelated, s = 0.212 nm and the Gaussian law gives an enhancement of 13.6. With r = 0.9, as for a deposited film that largely follows its substrate, s = 0.067 nm and the enhancement is 1.30. A microscope image of the top surface alone cannot distinguish these cases.

**Limits of the parallel-column picture**

Adding patches in parallel requires slow lateral variation. This was checked by solving the two-dimensional scattering problem at the Fermi energy for a film with one flat and one sinusoidal interface, of mean thickness 1.5 nm and amplitude 0.3 nm. For a period of 16 nm the full transmission exceeds the column average by less than 1 %; for 4 nm the excess is 5 to 6 %, and for 2 nm about 17 %. These ratios omit motion along the ridges; summing over it as well lowers the 2 nm value to about 14 %. In this example the column picture underestimates the leakage of short-period roughness. The sign of the correction is a computed result for this profile, not a general rule.

The area must also contain enough thin spots. For N independent patches, ⟨e^(−2bu)⟩ = exp(2b²s²), while the squared mean is exp(b²s²). The relative standard deviation of the device conductance is therefore

√[(exp(b²s²) − 1)/N].

For s = 0.20 nm, this formula requires about 10⁴ patches to bring it down to 10 %. The full G(t) requires about 1.3 × 10⁴, because the squared conductance gives even more weight to the thinnest spots, where the exponential approximation is too low. With 100 patches, the median device leaks about 0.8 times the ensemble mean, since the mean is raised by the few devices that contain unusually thin spots.

At a finite voltage V with eV < φ, the barrier height falls linearly across the film. For an electron at the emitter's Fermi energy, the semiclassical exponent is 2∫q dx with q = √(2m(φ − eVx/t))/ħ. Substituting v = φ − eVx/t, dx = −t dv/(eV), gives

2∫₀^t q dx = t · (4√(2m)/3ħ) [φ^(3/2) − (φ − eV)^(3/2)]/(eV).

The exponent is still proportional to t, so thin spots keep their exponential advantage. At 1 V the rate is 8.83 nm⁻¹, against 2q = 10.25 nm⁻¹ at zero bias, and direct integration of the wave equation agrees to within 0.1 %. The smaller rate weakens the effect: for s = 0.20 nm, the exponential factor alone gives an enhancement of about 4.8 instead of 8.2. These two numbers describe a single electron energy. The full current sums over all energies in the bias window and falls faster with t, at about 9.9 nm⁻¹ at 2 nm; its enhancement at 1 V is about 7.6, against 10.6 at low bias.

Conduction through traps, image-force lowering of the barrier and dielectric breakdown lie outside this model. At 1 V the field is 5 MV/cm at the mean thickness and about 6 MV/cm where the current is centred, and it must be compared with the breakdown field of a real film. The single parabolic mass shared by metal and dielectric is also an idealization, so for a real film b must be taken from that material, and the numbers above change with it.

Table of computed values

```
Barrier height 2.0 eV, Fermi energy 3.0 eV
Effective mass 0.5 electron masses
Mean thickness 2.00 nm, thickness std 0.20 nm
Barrier decay constant q = 5.123 1/nm
Fermi-level transmission at mean = 4.836e-09
Decay rate b, full model = 10.771 1/nm
Decay rate 2q + 1/t = 10.746 1/nm
Product b*s = 2.154
Smooth-film conductance = 8.168 S/cm^2
Thick-barrier estimate of it = 7.638 S/cm^2
Rough-film conductance = 86.320 S/cm^2
Enhancement: full 10.57, closed law 10.18
Area carrying half the current: full 1.45 %
Area carrying half the current: law 1.56 %
Current share of thinnest 5 %: full 70.4 %
Current share of thinnest 5 %: law 69.5 %
Current-weighted thickness: full 1.563 nm
Current-weighted thickness: law 1.569 nm
Leakage-equivalent thickness: full 1.782 nm
Leakage-equivalent thickness: law 1.785 nm
Capacitance-equivalent thickness: full 1.980 nm
Capacitance-equivalent thickness: law 1.980 nm
Rough film, mean 2.1 nm: 29.007 S/cm^2
Its ratio to smooth 2.0 nm film = 3.55
Scan s=0.02 nm: bs=0.215, gain=1.024, half-current area=41.5 %
Scan s=0.05 nm: bs=0.539, gain=1.157, half-current area=29.5 %
Scan s=0.10 nm: bs=1.077, gain=1.792, half-current area=14.0 %
Scan s=0.20 nm: bs=2.154, gain=10.568, half-current area=1.4 %
Two-level films: std 0.10 nm, spot area 1 %
Spot offset 0.995 nm, remainder offset 0.0101 nm
Gain with rare thin spots = 547.9
Gain with rare thick spots = 1.103
Each interface roughness = 0.15 nm
Correlation 0.0: film std 0.212 nm, gain 13.60
Correlation 0.9: film std 0.067 nm, gain 1.30
Scatter, 1000 patches, s=0.10 nm: sampled 4.68 %, law 4.68 %
Patches for 10 % scatter at s=0.20 nm = 10262
Median/mean leakage, 100 patches, s=0.20 nm = 0.81
Decay rate at 1.0 V: WKB 8.832, wave 8.837 1/nm
Corrugated film: mean 1.5 nm, amplitude 0.3 nm
Period 16 nm: gain over flat 5.677, full/column 1.004
Period 8 nm: gain over flat 5.739, full/column 1.015
Period 4 nm: gain over flat 5.971, full/column 1.056
Period 2 nm: gain over flat 6.605, full/column 1.166
```
